# Barrier and built-in potential of an ideal metal-silicon contact: test program

```python
"""Ideal Schottky-Mott contact between a metal and n-type silicon.

Result under test:
  barrier = metal work function - electron affinity
  built-in potential = [barrier - kT ln(Nc/Nd)] / q
Nc, Nv: effective densities of states of conduction and valence bands;
Nd: donor density; depth: conduction edge minus Fermi level in the bulk.
Energies in eV, potentials in V, lengths in nm, densities in cm^-3.
Band bending is positive when electron energy rises towards the metal.
The contact is also solved as a Poisson problem with a vacuum gap that closes.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

# Inputs
metal_work_function = 4.8
affinity = 4.05
band_gap = 1.12
temperature = 300.0
donor_density = 1e16
mass_long, mass_trans, mass_hole = 0.98, 0.19, 1.0
valleys = 6
permittivity_ratio = 11.7
donor_binding = 0.045

charge = const.e
kT = const.k * temperature / charge
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = const.physical_constants["Bohr radius"][0] * 100


def effective_density(mass):
    """Closed formula for the effective density of states, in cm^-3."""
    thermal = mass * const.m_e * const.k * temperature
    return 2 * (thermal / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


mass_dos = valleys**(2 / 3) * (mass_long * mass_trans**2)**(1 / 3)
Nc = effective_density(mass_dos)
Nv = effective_density(mass_hole)

# Direct sum over wave vectors in the ellipsoidal valleys (atomic units)
kT_au = kT / hartree


def boltzmann_shell(k, mu):
    inverse_mass = mu**2 / mass_long + (1 - mu**2) / mass_trans
    return k**2 * np.exp(-k**2 * inverse_mass / (2 * kT_au))


shell_sum = dblquad(boltzmann_shell, -1, 1, 0, 0.4,
                    epsabs=1e-13, epsrel=1e-9)[0]
Nc_direct = valleys * 2 * 2 * np.pi * shell_sum / (2 * np.pi)**3 / bohr_cm**3
assert abs(Nc_direct / Nc - 1) < 1e-5


def fermi_integral(eta):
    """Normalized Fermi-Dirac integral of order one half."""
    value = quad(lambda t: t**2 * expit(eta - t**2), 0, 8,
                 epsabs=0, epsrel=1e-9, limit=200)[0]
    return 4 / np.sqrt(np.pi) * value


def neutral_depth(donors, acceptors):
    """Conduction edge minus Fermi level from full charge neutrality."""
    def net_charge(depth):
        electrons = Nc * fermi_integral(-depth / kT)
        holes = Nv * fermi_integral((depth - band_gap) / kT)
        occupied_ratio = 2 * np.exp((donor_binding - depth) / kT)
        ionized = donors / (1 + occupied_ratio)
        return (holes - electrons + ionized - acceptors) / 1e16
    return brentq(net_charge, 0.02, band_gap - 0.02, xtol=1e-12)


# Ideal alignment
barrier = metal_work_function - affinity
depth = kT * np.log(Nc / donor_density)
semiconductor_work_function = affinity + depth
built_in = barrier - depth
depth_full = neutral_depth(donor_density, 0.0)
assert abs(depth_full - depth) < 3e-4
assert abs(barrier - 0.75) < 1e-9
assert abs(built_in - 0.55) < 0.01


def curvature(doping):
    """Depleted-region band curvature q N / epsilon in V/nm^2."""
    eps = permittivity_ratio * const.epsilon_0
    return charge * doping * 1e6 / eps * 1e-18


def solve_contact(doping, gap_nm):
    """Newton solution of Poisson's equation beside a vacuum gap."""
    a = curvature(doping)
    total = metal_work_function - affinity - kT * np.log(Nc / doping)
    points = 2000
    h = 25 * np.sqrt(kT / a) / points
    hole_ratio = Nc * Nv * np.exp(-band_gap / kT) / doping**2
    gap_link = 1 / (gap_nm * permittivity_ratio * h)
    u = np.zeros(points)
    weight = np.ones(points)
    weight[0] = 0.5       # half cell at the silicon surface
    converged = False
    for _ in range(200):
        electrons = np.exp(-u / kT)
        holes = hole_ratio * np.exp(u / kT)
        rho = a * (1 - electrons + holes - hole_ratio)
        slope = a * (electrons + holes) / kT
        right = np.append(u[1:], 0.0)
        residual = (right - u) / h**2 - weight * rho
        residual[1:] += (u[:-1] - u[1:]) / h**2
        residual[0] += gap_link * (total - u[0])
        bands = np.zeros((3, points))
        bands[0, 1:] = 1 / h**2
        bands[2, :-1] = 1 / h**2
        bands[1] = -2 / h**2 - weight * slope
        bands[1, 0] = -1 / h**2 - gap_link - 0.5 * slope[0]
        step = solve_banded((1, 1), bands, -residual)
        u = u + step
        if np.max(np.abs(step)) < 1e-9:
            converged = True
            break
    assert converged
    return h * np.arange(points), u


def bending_with_gap(gap_nm):
    """Closed depletion formula for silicon band bending beside a gap."""
    g = gap_nm * permittivity_ratio * np.sqrt(2 * curvature(donor_density))
    root = (-g + np.sqrt(g**2 + 4 * (built_in - kT))) / 2
    return root**2 + kT


# Closing the gap: grid solution against the closed formula
gap_rows = []
for gap in (10.0, 1.0, 0.3, 0.1):
    surface_bending = solve_contact(donor_density, gap)[1][0]
    assert abs(surface_bending - bending_with_gap(gap)) < 5e-5
    gap_rows.append((gap, surface_bending, depth + surface_bending))

# Nearly closed gap: same barrier for three dopings
tiny_gap = 1e-3
doping_rows = []
for doping in (1e15, 1e16, 1e17):
    surface_bending = solve_contact(doping, tiny_gap)[1][0]
    bulk_depth = kT * np.log(Nc / doping)
    limit_barrier = bulk_depth + surface_bending
    assert abs(limit_barrier - barrier) < 3e-4
    doping_rows.append((doping, barrier - bulk_depth, limit_barrier))

# Width from the missing electrons in the grid solution
width = np.sqrt(2 * (built_in - kT) / curvature(donor_density))
x, u = solve_contact(donor_density, tiny_gap)
width_grid = trapezoid(1 - np.exp(-u / kT), x)
assert abs(width_grid / width - 1) < 1e-3
surface_field = width * curvature(donor_density)
grid_field = (u[0] - u[1]) / (x[1] - x[0])
grid_field += 0.5 * (x[1] - x[0]) * curvature(donor_density)
assert abs(grid_field / surface_field - 1) < 2e-3

# Same metal on p-type silicon of equal doping
hole_barrier = band_gap - barrier
hole_depth = kT * np.log(Nv / donor_density)
p_bending = hole_barrier - hole_depth
p_work_function = affinity + neutral_depth(0.0, donor_density)
assert abs((p_work_function - metal_work_function) - p_bending) < 3e-4

print(f"metal work function: {metal_work_function:.2f} eV")
print(f"silicon electron affinity: {affinity:.2f} eV")
print(f"silicon band gap: {band_gap:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"donor density: {donor_density:.1e} cm^-3")
print(f"longitudinal mass: {mass_long:.2f} electron masses")
print(f"transverse mass: {mass_trans:.2f} electron masses")
print(f"number of valleys: {valleys}")
print(f"hole density-of-states mass: {mass_hole:.2f} electron masses")
print(f"relative permittivity: {permittivity_ratio:.1f}")
print(f"donor binding energy: {donor_binding:.3f} eV")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"electron density-of-states mass: {mass_dos:.3f} electron masses")
print(f"Nc, closed formula: {Nc:.3e} cm^-3")
print(f"Nc, wave-vector integral: {Nc_direct:.3e} cm^-3")
print(f"Nv: {Nv:.3e} cm^-3")
print(f"ratio Nc/Nd: {Nc / donor_density:.0f}")
print(f"ln(Nc/Nd): {np.log(Nc / donor_density):.3f}")
print(f"bulk depth Ec-EF, formula: {depth:.4f} eV")
print(f"bulk depth Ec-EF, full neutrality: {depth_full:.4f} eV")
print(f"silicon work function: {semiconductor_work_function:.4f} eV")
print(f"ideal electron barrier: {barrier:.3f} eV")
print(f"ideal electron barrier: {barrier / hartree:.5f} hartree")
print(f"built-in potential: {built_in:.4f} V")
print(f"built-in energy q*Vbi: {built_in / hartree:.5f} hartree")
print(f"change of Vbi per doping decade: {kT * np.log(10):.4f} V")
print(f"depletion width, formula: {width:.1f} nm")
print(f"depletion width, Poisson grid: {width_grid:.1f} nm")
print(f"surface field, formula: {surface_field:.5f} V/nm")
print(f"surface field, Poisson grid: {grid_field:.5f} V/nm")
for gap, bending, height in gap_rows:
    print(f"gap {gap:.1f} nm: bending {bending:.4f} V, "
          f"barrier {height:.4f} eV")
print(f"gap used for the closed-contact limit: {tiny_gap:.3f} nm")
for doping, potential, height in doping_rows:
    print(f"Nd {doping:.0e} cm^-3: Vbi {potential:.4f} V, "
          f"grid barrier {height:.4f} eV")
print(f"p-type hole barrier: {hole_barrier:.3f} eV")
print(f"p-type bulk depth EF-Ev: {hole_depth:.4f} eV")
print(f"p-type downward bending: {p_bending:.4f} V")
print("all assertions hold")
```

It prints:

```
metal work function: 4.80 eV
silicon electron affinity: 4.05 eV
silicon band gap: 1.12 eV
temperature: 300 K
donor density: 1.0e+16 cm^-3
longitudinal mass: 0.98 electron masses
transverse mass: 0.19 electron masses
number of valleys: 6
hole density-of-states mass: 1.00 electron masses
relative permittivity: 11.7
donor binding energy: 0.045 eV
thermal energy kT: 0.02585 eV
electron density-of-states mass: 1.084 electron masses
Nc, closed formula: 2.832e+19 cm^-3
Nc, wave-vector integral: 2.832e+19 cm^-3
Nv: 2.509e+19 cm^-3
ratio Nc/Nd: 2832
ln(Nc/Nd): 7.949
bulk depth Ec-EF, formula: 0.2055 eV
bulk depth Ec-EF, full neutrality: 0.2056 eV
silicon work function: 4.2555 eV
ideal electron barrier: 0.750 eV
ideal electron barrier: 0.02756 hartree
built-in potential: 0.5445 V
built-in energy q*Vbi: 0.02001 hartree
change of Vbi per doping decade: 0.0595 V
depletion width, formula: 259.0 nm
depletion width, Poisson grid: 259.0 nm
surface field, formula: 0.00401 V/nm
surface field, Poisson grid: 0.00401 V/nm
gap 10.0 nm: bending 0.2420 V, barrier 0.4475 eV
gap 1.0 nm: bending 0.4997 V, barrier 0.7052 eV
gap 0.3 nm: bending 0.5306 V, barrier 0.7361 eV
gap 0.1 nm: bending 0.5398 V, barrier 0.7453 eV
gap used for the closed-contact limit: 0.001 nm
Nd 1e+15 cm^-3: Vbi 0.4850 V, grid barrier 0.7500 eV
Nd 1e+16 cm^-3: Vbi 0.5445 V, grid barrier 0.7500 eV
Nd 1e+17 cm^-3: Vbi 0.6040 V, grid barrier 0.7498 eV
p-type hole barrier: 0.370 eV
p-type bulk depth EF-Ev: 0.2024 eV
p-type downward bending: 0.1676 V
all assertions hold
```
